# Ewald Summation of Inverse Sixth-Power Attraction in a Molecular Crystal

## Definitions and conventions

A crystal has cell volume $V$ and lattice vectors $\mathbf L$. Atom $i$ of the cell sits at $\mathbf r_i$. Each molecule is stored whole: all its atoms belong to one connected copy, even if some lie outside the cell. The coefficients $C_{ij}=C_{ji}>0$ depend on the two species. The attraction per cell is

$$E=-\frac12\sum_{ij}C_{ij}\sum_{\mathbf L}{}'\frac1{|\mathbf r_i-\mathbf r_j+\mathbf L|^6}. \tag{1}$$

The prime removes $\mathbf L=0$ when $i$ and $j$ belong to the same molecule, which includes $i=j$. A molecule does interact with its own periodic images. The factor $1/2$ corrects for counting each pair twice.

Reciprocal vectors satisfy $\mathbf k\cdot\mathbf L=2\pi\times$integer, and the Fourier transform is $F(\mathbf k)=\int\phi(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The splitting parameter $\alpha>0$ is an inverse length. I abbreviate $a=\alpha^2r^2$ and $b=k/(2\alpha)$. Formulas are in atomic units; the example uses nm and eV.

Unlike the Coulomb sum, (1) converges absolutely, so it needs no neutrality condition and does not depend on the crystal's shape. Replacing the distant images by a uniform density $1/V$ gives the mean energy beyond a cutoff $R$:

$$E_{\rm tail}=-\frac1{2V}\sum_{ij}C_{ij}\int_R^\infty\frac{4\pi r^2}{r^6}dr=-\frac{2\pi}{3VR^3}\sum_{ij}C_{ij}. \tag{2}$$

A plain truncated sum therefore converges only as $R^{-3}$. Adding (2) removes this mean error but not the one left by the discreteness of the lattice. Ewald's method avoids both by splitting the sum into two rapidly converging ones.

## Splitting the kernel

Since $\int_0^\infty t^2e^{-r^2t}dt=2/r^6$,

$$\frac1{r^6}=\frac12\int_0^\infty t^2e^{-r^2t}dt.$$

Cut the integral at $t=\alpha^2$. In the upper part put $x=r^2t$ and integrate by parts twice:

$$\frac1{2r^6}\int_a^\infty x^2e^{-x}dx=\frac{e^{-a}(a^2+2a+2)}{2r^6}=\frac{g(a)}{r^6},\qquad g=e^{-a}\left(1+a+\frac{a^2}2\right).$$

This part is short-ranged. The lower part is the remainder,

$$\phi(r)=\frac12\int_0^{\alpha^2}t^2e^{-r^2t}dt=\frac{1-g(a)}{r^6},\qquad \phi(0)=\frac12\int_0^{\alpha^2}t^2dt=\frac{\alpha^6}6.$$

It is smooth at the origin and keeps the full $r^{-6}$ tail.

## Transform of the smooth part

A Gaussian $e^{-r^2t}$ transforms to $(\pi/t)^{3/2}e^{-k^2/4t}$. Hence

$$F(k)=\frac{\pi^{3/2}}2\int_0^{\alpha^2}t^{1/2}e^{-k^2/4t}dt.$$

Substitute $t=k^2/(4u^2)$. Then $t^{1/2}|dt|=k^3du/(4u^4)$, and $t=\alpha^2$ becomes $u=b$. With $k^3/4=2\alpha^3b^3$,

$$F=\pi^{3/2}\alpha^3b^3\int_b^\infty u^{-4}e^{-u^2}du.$$

Two integrations by parts give

$$\int_b^\infty\frac{e^{-u^2}}{u^4}du=\frac{e^{-b^2}}{3b^3}-\frac23\int_b^\infty\frac{e^{-u^2}}{u^2}du,\qquad
\int_b^\infty\frac{e^{-u^2}}{u^2}du=\frac{e^{-b^2}}b-\sqrt\pi\,{\rm erfc}\,b.$$

Therefore

$$F(k)=\frac{\pi^{3/2}\alpha^3}3\left[(1-2b^2)e^{-b^2}+2\sqrt\pi\,b^3{\rm erfc}\,b\right]. \tag{3}$$

At $k=0$ this is finite, $F(0)=\pi^{3/2}\alpha^3/3$, and the term must be kept: it is the volume integral of the smooth attraction. Numerical sine transforms of $\phi$ at $\alpha=1$ and $k=0.5,1.5,3$ agree with (3) to a relative $1.0\times10^{-8}$.

## Assembling the energy

The function $\sum_{\mathbf L}\phi(\mathbf d+\mathbf L)$ is periodic in $\mathbf d$. Its Fourier coefficient is an integral over one cell; summing over $\mathbf L$ extends that integral to all space, so the coefficient is $F(k)/V$. This is Poisson's formula:

$$\sum_{\mathbf L}\phi(\mathbf d+\mathbf L)=\frac1V\sum_{\mathbf k}F(k)e^{i\mathbf k\cdot\mathbf d}. \tag{4}$$

The left side contains every image, whereas (1) excludes the home image within a molecule. Those terms entered with the factor $-\frac12C_{ij}$, so they are removed by adding $+\frac12C_{ij}\phi(r_{ij})$. For $i=j$ this gives $\frac12C_{ii}\alpha^6/6$. For $i\ne j$ both orders occur and the half disappears. The result is $E=E_{\rm real}+E_{\rm recip}+E_{\rm self}+E_{\rm intra}$ with

$$E_{\rm real}=-\frac12\sum_{ij}C_{ij}\sum_{\mathbf L}{}'\frac{g(a)}{r^6},\qquad
E_{\rm recip}=-\frac1{2V}\sum_{\mathbf k}F(k)\sum_{ij}C_{ij}\cos\mathbf k\cdot(\mathbf r_i-\mathbf r_j),$$

$$E_{\rm self}=\frac{\alpha^6}{12}\sum_iC_{ii},\qquad
E_{\rm intra}=\sum_{i<j}^{\rm same\ mol.}C_{ij}\phi(r_{ij}). \tag{5}$$

With one structure factor per species, $S_A(\mathbf k)=\sum_{i\in A}e^{i\mathbf k\cdot\mathbf r_i}$, the inner reciprocal sum is $\sum_{AB}C_{AB}S_AS_B^*$. No combining rule such as $C_{AB}=\sqrt{C_{AA}C_{BB}}$ is needed.

## Why the total does not depend on α

Differentiating the integrals with respect to their limit $\alpha^2$ gives

$$\frac{\partial}{\partial\alpha}\frac g{r^6}=-\alpha^5e^{-\alpha^2r^2},\qquad
\frac{\partial\phi}{\partial\alpha}=\alpha^5e^{-\alpha^2r^2},\qquad
\frac{\partial F}{\partial\alpha}=\pi^{3/2}\alpha^2e^{-b^2}.$$

Poisson's formula for a Gaussian reads

$$\sum_{\mathbf L}e^{-\alpha^2|\mathbf d+\mathbf L|^2}=\frac{\pi^{3/2}}{\alpha^3V}\sum_{\mathbf k}e^{-b^2}\cos\mathbf k\cdot\mathbf d.$$

It turns the reciprocal derivative into a sum over all images:

$$\frac{dE_{\rm recip}}{d\alpha}=-\frac{\alpha^5}2\sum_{ij}C_{ij}\sum_{\mathbf L}e^{-\alpha^2r^2},\qquad
\frac{dE_{\rm real}}{d\alpha}=+\frac{\alpha^5}2\sum_{ij}C_{ij}\sum_{\mathbf L}{}'e^{-\alpha^2r^2}.$$

Their sum leaves the excluded home images, $-\frac{\alpha^5}2\sum C_{ij}e^{-\alpha^2r_{ij}^2}$ over $i,j$ in the same molecule. The derivatives of $E_{\rm self}$ and $E_{\rm intra}$ supply the same quantity with a plus sign, so $dE/d\alpha=0$. This holds for the complete sums; truncated sums vary by their truncation error.

## Pseudocode

```
input: cell, whole molecules, species, C, alpha, s
R = s/alpha;  K = 2*alpha*s
span = largest |r_i - r_j| in the stored coordinates
list lattice vectors L with |L| <= R + span

real = 0
for every ordered pair i,j and every L:
    skip if L = 0 and molecule(i) = molecule(j)
    r = |r_i - r_j + L|
    if r < R: real -= C_ij * g(alpha^2 r^2) / (2 r^6)

recip = 0
for every k with |k| <= K, including k = 0:
    form S_A(k) for each species
    recip -= F(k) * Re(sum_AB C_AB S_A conj(S_B)) / (2V)

self  = alpha^6 * sum_i C_ii / 12
intra = sum over i<j in one molecule of C_ij * phi(r_ij)
return real + recip + self + intra
```

The span is needed because $|\mathbf r_i-\mathbf r_j+\mathbf L|<R$ implies only $|\mathbf L|<R+{\rm span}$. To enumerate the vectors in a skewed cell, write $\mathbf L=\sum_mn_m\mathbf a_m$ and use dual vectors with $\mathbf a_m\cdot\mathbf d_n=\delta_{mn}$. Then $n_m=\mathbf L\cdot\mathbf d_m$, so $|n_m|\le|\mathbf L||\mathbf d_m|$ bounds each index.

## Truncation and cost

With $x=\alpha r$, the mean missing real-space attraction has magnitude

$$\frac{4\pi\alpha^3}{2V}\sum_{ij}C_{ij}\int_s^\infty\left(\frac1{x^4}+\frac1{x^2}+\frac12\right)e^{-x^2}dx.$$

For large $s$, keep the $\frac12$ and use $\int_s^\infty e^{-x^2}dx\simeq e^{-s^2}/(2s)$:

$$\delta_{\rm real}\simeq\frac{\pi\alpha^3e^{-s^2}}{2Vs}\sum_{ij}C_{ij}. \tag{6}$$

For large $b$, $2\sqrt\pi\,b^3{\rm erfc}\,b\simeq e^{-b^2}(2b^2-1+3/2b^2)$. The first two terms cancel in (3), leaving $F\simeq\pi^{3/2}\alpha^3e^{-b^2}/(2b^2)$. Keep only $i=j$, assuming that the other phases average out, and replace $\sum_{\mathbf k}$ by $V/(2\pi^2)\int k^2dk$, where $k^2dk=8\alpha^3b^2db$. Then

$$\delta_{\rm recip}\simeq\frac{\alpha^6e^{-s^2}}{2\sqrt\pi\,s}\sum_iC_{ii}. \tag{7}$$

Both errors carry $e^{-s^2}$, which justifies using one $s$ for both cutoffs. Equations (6) and (7) are estimates, not bounds.

For $N$ atoms there are about $4\pi N^2s^3/(3V\alpha^3)$ real-space terms. There are $VK^3/(6\pi^2)=4V\alpha^3s^3/(3\pi^2)$ reciprocal vectors, each needing $N$ phases. If one distance costs $\tau_r$ and one phase $\tau_k$, the total has the form $P/\alpha^3+Q\alpha^3$, which is least at $\alpha^6=P/Q$:

$$\alpha_{\rm opt}=\sqrt\pi\left(\frac{\tau_rN}{\tau_kV^2}\right)^{1/6},\qquad
2\sqrt{PQ}=\frac{8s^3}{3\sqrt\pi}\sqrt{\tau_r\tau_k}\,N^{3/2}.$$

The volume cancels in the minimum cost, so the $N^{3/2}$ law does not require fixed density. It does require that the atoms fill the cell roughly uniformly: for a compact cluster in a large empty cell the pair count above fails and the cost approaches $N^2$. It also assumes a fixed $s$, a fixed small number of species, and a neighbour search whose cost is proportional to the number of pairs it finds. The plain double loop above examines all pairs and costs at least $N^2$.

## Numerical stability

At small $a$, $1-g(a)\simeq a^3/6$ is a small difference of numbers near one. With machine precision $\epsilon$, its relative error is of order $6\epsilon/a^3$. The regularized incomplete gamma function $P(3,a)=1-g(a)$ avoids the subtraction. In (3), the cancellation at large $b$ costs a factor of about $2b^2/(3/2b^2)=4b^4/3$, or 1728 at $b=6$. This is harmless in double precision because $F$ is then tiny.

A large $\alpha$ causes cancellation between the parts. The $k=0$ term grows as $\alpha^3$ and $E_{\rm self}$ as $\alpha^6$, while $E_{\rm intra}$ tends to a constant because $\phi\to1/r^6$ at fixed bond length. In the opposite limit, $\alpha\to0$, the corrections and the reciprocal part vanish and the direct sum returns, with a cutoff $s/\alpha$ that grows without limit.

## Worked example

The model cell has $a,b,c=0.68,0.70,0.67$ nm, $\beta=95^\circ$ and $V=0.31771$ nm³. It holds two tetrahedral AX₄ molecules with 0.20 nm bonds, one at the corner and one at the body centre, the second turned by $10^\circ$. The coefficients are $C_{AA}=C_{AX}=80$ and $C_{XX}=90$ hartree bohr⁶. One molecule pair has $80+8\times80+16\times90=2160$ hartree bohr⁶.

With $s=6$, the parts in eV per molecule are:

| α (1/nm) | 1.5 | 2.6 | 6.0 |
|---|---|---|---|
| real | −0.44051 | −0.35684 | −0.04001 |
| $k=0$ | −0.02545 | −0.13253 | −1.62871 |
| other $k$ | 0.00000 | −0.00008 | −0.54099 |
| self | 0.00025 | 0.00677 | 1.02220 |
| intra | 0.00085 | 0.01782 | 0.72265 |
| total | −0.46486 | −0.46486 | −0.46486 |

From $\alpha=1.5$ to 6.0 nm⁻¹ the $k=0$ part grows by $4^3=64$ and the self part by $4^6=4096$, as (5) requires. The totals, including one at 4.0 nm⁻¹, have a relative spread of $3.2\times10^{-15}$. The result is $-0.46486$ eV, or $-0.017083$ hartree, per molecule.

A direct sum of (1) provides the independent comparison. Cut at 1.2 nm, it gives $-0.45529$ eV, which is 2.1 % too weak; adding (2) gives $-0.46514$ eV, which is 0.061 % too strong. At 16 nm the tail-corrected sum differs from the Ewald total by a relative $5\times10^{-10}$.

At fixed $\alpha=3.0$ nm⁻¹, shortening one cutoff at a time gives these errors in eV per molecule, with estimates (6) and (7) in brackets:

| $s$ | real | reciprocal |
|---|---|---|
| 2.0 | 5.5e-3 (3.2e-3) | 7.3e-4 (5.0e-4) |
| 2.5 | 3.1e-4 (2.7e-4) | 9.2e-7 (4.2e-5) |
| 3.0 | 1.4e-5 (1.4e-5) | 5.7e-7 (2.2e-6) |
| 3.5 | 5.6e-7 (4.7e-7) | 1.1e-7 (7.4e-8) |

At $s=2$ the terms dropped from the real-space integrand matter: at its lower limit the bracket is 0.81, not 0.5. They explain only about half of the gap, since the full mean integral gives 4.3e-3; the rest comes from replacing the discrete lattice by a uniform density. The reciprocal error falls in steps, and at $s=2.5$ it is some 45 times below its estimate. The cause is the near body-centring of the cell. At $s=2.5$ the cutoff is $K=15$ nm⁻¹, and the only reciprocal vectors between it and 17.9 nm⁻¹ are the eight with indices $h,k,l=\pm1$. For these the body-centre molecule carries the phase $e^{i\pi(h+k+l)}=-1$ relative to the corner molecule, so the two almost cancel in the structure factors; only the $10^\circ$ turn leaves a remainder, less than a tenth of the tabulated error, and the rest comes from vectors beyond 17.9 nm⁻¹. The averaging of phases assumed in (7) fails here.

## Failure modes

Omitting the $k=0$ term leaves a drift proportional to $\alpha^3$, and omitting $E_{\rm self}$ one proportional to $\alpha^6$. A scan over $\alpha$ exposes both. It cannot expose a wrong $C_{ij}$ or a wrong list of excluded pairs, because the proof above holds for any symmetric coefficients and any exclusions applied consistently.

A split molecule shows this. Shift one X atom by $-\mathbf a$ and leave its molecule label unchanged. The home-image rule now excludes four distant pairs, and the four real intramolecular pairs of that atom, reached through another image, are counted as intermolecular; the A–X bond supplies most of the error. The total becomes $-0.90081$ eV per molecule at both $\alpha=2.6$ and 6.0 nm⁻¹: independent of $\alpha$, and nearly twice the correct value. Shifting the whole second molecule by $\mathbf a$ leaves the energy unchanged to a relative $10^{-11}$.

Two further tests at $\alpha=3.0$ nm⁻¹ hold to the same tolerance. Doubling the cell along $\mathbf a$ doubles the energy. Stretching all coordinates and the cell by 1.1 multiplies it by $1.1^{-6}$, although the separate parts do not scale this way at fixed $\alpha$.

## Relation to a real precursor crystal

The bond length, packing density and coefficients are round values in the rough regime of solid silicon tetrachloride, a silicon deposition precursor that melts near 200 K. The packing is invented. Its closest X–X contact between molecules, 0.323 nm, is shorter than the roughly 0.35 nm typical of chlorine, which strengthens the attraction.

The pure $r^{-6}$ attraction is not a sublimation energy. The largest omission sized here is repulsion: an $r^{-12}$ wall between X atoms, balancing the $r^{-6}$ attraction alone under isotropic strain with rigid molecules, costs 0.21 eV per molecule, or about 45 % of the total. An $r^{-8}$ term with $C_8/C_6=20$ bohr² adds $-0.15$ eV, and a wall that also balanced this term would be stronger, so these sizes do not simply add. A 5 % volume expansion weakens the attraction by 0.06 eV to first order in the strain (slightly less in full), and the classical potential energy of six rigid-body modes at 200 K, $3k_BT$, is 0.05 eV.

Smaller effects are the Axilrod–Teller three-body energy between molecular centres, $+0.018$ eV for a polarizability of 75 bohr³, and Tang–Toennies damping with range parameter 1.8 bohr⁻¹, which removes 0.010 eV. Retardation changes the power law beyond about $\lambda=\hbar c/(10\ {\rm eV})=20$ nm, where only $5\times10^{-6}$ of the attraction arises. It also weakens near pairs: in a one-oscillator model by a fraction of about $(r/\lambda)^2/3$, which sums to a few $10^{-4}$ of the total. All these sizes rest on rough inputs, and electrostatics and induction are not included. The agreement to many digits in the numerical output therefore measures the summation, not the accuracy of the physical model.

## Computed results

```
cell a, b, c: 0.68, 0.70, 0.67 nm; beta 95 deg
A-X bond 0.20 nm; second molecule turned 10 deg about z
C6 AA, AX, XX: 80, 80, 90 hartree bohr^6
molecular C6 (sum over sites): 2160 hartree bohr^6
cell volume: 0.31771 nm^3
closest intermolecular X-X distance: 0.3229 nm
largest relative error of transform formula: 1.0e-08
Ewald parts, eV per molecule, cutoff parameter s = 6
alpha(1/nm)  real  k=0  other k  self  intramolecular
1.5 -0.44051094 -0.02544852 -0.00000000 0.00024956 0.00085157
2.6 -0.35683593 -0.13252836 -0.00008274 0.00676813 0.01782056
4.0 -0.19887450 -0.48257938 -0.01957546 0.08974057 0.14643043
6.0 -0.04000705 -1.62870541 -0.54099437 1.02220122 0.72264727
total at alpha 1.5 1/nm: -0.464858336483 eV/molecule
total at alpha 2.6 1/nm: -0.464858336483 eV/molecule
total at alpha 4.0 1/nm: -0.464858336483 eV/molecule
total at alpha 6.0 1/nm: -0.464858336483 eV/molecule
relative spread of totals: 3.2e-15
total in atomic units: -0.0170832288 hartree/molecule
direct, cutoff 1.2 nm: raw -0.455294163, with tail -0.465141756 eV/molecule
  relative errors: raw -2.06e-02, with tail 6.10e-04
direct, cutoff 16.0 nm: raw -0.464854182, with tail -0.464858336 eV/molecule
  relative errors: raw -8.94e-06, with tail -5.32e-10
split molecule, alpha 2.6 and 6.0 1/nm: -0.900809662, -0.900809662 eV/molecule
truncation at alpha 3.0 1/nm, eV per molecule
s  real error  real estimate  reciprocal error  reciprocal estimate
2.0 5.45e-03 3.16e-03 7.28e-04 4.95e-04
2.5 3.14e-04 2.66e-04 9.16e-07 4.17e-05
3.0 1.43e-05 1.42e-05 5.67e-07 2.22e-06
3.5 5.64e-07 4.71e-07 1.13e-07 7.39e-08
Rough sizes of neglected effects, eV per molecule
r^-12 repulsion balancing the attraction: 0.2115
r^-8 term, C8/C6 = 20 bohr^2: -0.1461
Tang-Toennies loss, range 1.8 1/bohr: 0.010405
three-body, polarizability 75 bohr^3, radius 1.8 nm: 0.01762
three-body, same input, radius 2.5 nm: 0.01791
change on 5 % volume expansion: 0.0593
3kT, classical potential energy of 6 rigid modes at 200 K: 0.0517
retardation length for 10 eV: 19.73 nm
share of attraction beyond that length: 4.8e-06
```
